Closure of transverse gas paths between growing parallel fibres

**Problem**

A bundle of long, parallel, identical fibres is infiltrated by a gas that deposits solid on every exposed surface. In a cross-section the fibre centres are independent and uniformly random, with n centres per unit area, so fibres may overlap. The solid is impermeable. The deposit has the same thickness everywhere at a given time, and the fibre radius r grows from r₀.

(a) At what porosity ε does diffusion perpendicular to the fibres stop?
(b) What is the axial diffusivity at that moment?
(c) How well can gas entering through the two fibre ends still feed the interior?

Use r₀ = 4.0 µm, initial porosity 0.60, bundle length 2ℓ = 10 mm, temperature 1300 K and pressure 100 Torr. The precursor is undiluted and has molar mass 50 g/mol and molecular diameter 0.5 nm. It is consumed at the rate kc per unit surface, where c is its concentration and k = 2.0×10⁻⁶ m/s. Each mole consumed leaves 12 cm³ of solid.

Effective diffusivities are defined by the flux per total cross-section, solid included. The free-gas diffusivity is estimated from the mean free path λ = k_BT/(√2 πσ²p) and the mean molecular speed v = √[8RT/(πM)], where σ is the molecular diameter, M the molar mass, p the pressure and k_B Boltzmann's constant:

D = λv/3 = (1.212×10⁻⁶ m)(742 m/s)/3 = 3.00×10⁻⁴ m²/s = 3.00 cm²/s.

This elementary estimate is good only to about a factor of two. The fuller kinetic theory of hard spheres (Chapman–Enskog) gives 5.3 cm²/s for the same diameter. The digits below serve to follow the calculation.

**First estimate by scaling**

The natural length in the cross-section is the mean spacing n^(−1/2). To find n, note that a point is void if no fibre centre lies within r of it. The number of centres in that disc is Poisson distributed with mean

η = πnr²,

and the probability of finding none is e^(−η). Therefore

ε = exp(−πnr²).

The initial state gives

n = −ln(0.60)/(πr₀²) = 0.5108/(π × 16 µm²) = 0.01016 µm⁻²,

so n^(−1/2) = 9.92 µm. If closure is assumed to occur when the fibre diameter equals the mean spacing, then

r ≈ 4.96 µm, η ≈ π/4 = 0.785, ε ≈ e^(−0.785) = 0.46.

The deposit would then be 0.96 µm thick.

Along the fibres the gas has straight channels, so D_ax should be about εD. Their width d is about one spacing. A channel of width d has a wall area per void volume of about 4/d. Comparing surface consumption with axial diffusion over ℓ gives the Thiele modulus φ, the square root of their ratio:

φ² ≈ 4kℓ²/(Dd) = 4(2.0×10⁻⁶)(5.0×10⁻³)²/[(3.00×10⁻⁴)(9.92×10⁻⁶)] = 0.067,

with all quantities in SI units. Thus φ ≈ 0.26, and the ends should feed the interior with little depletion. The weak point of the estimate is the closure condition, which treats all gaps as equal.

**Solution: growth and geometry**

The distance from a void point to the solid is its distance to the nearest centre minus r. A deposit of thickness δ covers the void points for which this distance is at most δ, which are the points within r + δ of a centre. Uniform growth on the exposed surface therefore gives the same centres with a larger radius, even where fibres have merged.

A further growth dr fills the volume fraction S dr, where S is the exposed surface per total volume. Hence

S = −dε/dr = 2πnr exp(−πnr²) = 2πnrε.

The hydraulic diameter, four times the void area divided by its perimeter, is

d = 4ε/S = 2/(πnr).

This is an average over the cross-section; individual channels may be much narrower.

**When does the transverse flux vanish?**

Take a square of side L in the cross-section, with concentration 1 on the bottom edge, 0 on the top edge and no flux through the side walls. In the steady state ∇²c = 0 in the void, and the normal derivative of c vanishes on the fibres.

Suppose that no void region connects bottom and top. In a region touching the bottom, multiply ∇²c = 0 by (c − 1) and integrate by parts:

0 = ∫(c − 1)∇²c dA = ∮(c − 1)∂c/∂ν ds − ∫|∇c|² dA.

Here ν is the outward normal. The boundary term is zero, because c = 1 on the bottom edge and ∂c/∂ν = 0 elsewhere. Thus ∇c = 0 and the region carries no flux. The same argument with c in place of c − 1 applies to a region touching the top. A region touching neither edge also has constant c.

Conversely, let a void region connect the two edges. Multiplying ∇²c = 0 by c gives ∫|∇c|² dA = ∮c ∂c/∂ν ds, which is the gradient flux entering at the bottom. If it were zero, c would be constant in that region, although it must be 1 at one end and 0 at the other. The flux is therefore positive.

The transport question has become one of connection. A void path from bottom to top exists when no chain of overlapping fibres joins the left wall to the right wall:

- If there is such a chain, join its successive centres by straight lines and add the short lines to the walls. Two overlapping fibres have d_ij ≤ 2r, where d_ij is the distance between their centres, so the line between these lies in the solid. The result is a solid curve from left to right, which every path from bottom to top must cross.
- If there is none, consider all fibres connected to the left wall, together with that wall. Their right-hand outline runs from bottom to top. No other fibre touches it, since that fibre would belong to the connected set. A path just outside this outline lies in the void.

**There must be a transition**

Two bounds show that closure occurs at a finite, nonzero η in a large section.

For small η, count fibre chains. A fibre overlaps those whose centres lie within 2r, on average πn(2r)² = 4η of them. The mean number of chains with m further fibres is at most (4η)^m. About nLr fibres touch the left wall, and a crossing requires m ≥ M = L/(2r) − 1. The mean number of crossing chains is thus at most

nLr Σ_(m≥M) (4η)^m ≤ nLr (4η)^M/(1 − 4η).

For η < 1/4 this tends to zero as L grows, so a void path joins bottom and top with probability tending to one. Small enclosed pockets may still exist.

For large η, divide the square into cells of side a = r/√2. The cell diagonal is r, so a single centre anywhere in a cell makes the whole cell solid. A cell has no centre with probability

q = exp(−na²) = exp(−nr²/2) = exp[−η/(2π)].

A void path can pass only through such empty cells. Crossing the square requires a chain of about L/a distinct cells, with at most eight choices per step and L/a starting cells. The mean number of possible chains is at most of order (L/a)(8q)^(L/a). It tends to zero if 8q < 1, that is, if η > 2π ln 8 = 13.1.

Since growth can close paths but never open them, each sample has one closing value of η. For large samples it lies between these wide bounds. Its actual value requires a calculation.

**The closing radius**

Two fibres join at r = d_ij/2. A fibre joins a side wall when r equals the distance of its centre from that wall. Assign these radii to the links of a network containing all centres and the two walls. A chain is complete when r reaches its largest link, so the closing radius is

r_close = minimum over chains of (largest link in the chain).

This minimum lies on the minimum spanning tree, the connected network of smallest total link length. To see this, remove the largest link on the tree path between the walls. The tree splits into two parts, and any other chain must cross between them. If its crossing link were shorter, inserting that link would give a shorter tree, a contradiction.

The fibre links of this tree can be found among Delaunay neighbours. If a third centre lay inside the circle whose diameter is a tree link, its distances to both ends would be smaller than that link, which could then be replaced. The circle must therefore be empty, and an empty circle through two centres makes them Delaunay neighbours. No grid enters this calculation.

The duality was tested on six samples of 256 fibres by finding the closing radius directly from the void on a grid with 400 points per side. The two radii differed by at most 0.60 grid spacings.

The mean closing values, with their standard errors, are

256 fibres, 120 samples: η = 1.154 ± 0.015,
4096 fibres, 90 samples: η = 1.127 ± 0.006.

The sample-to-sample spread falls from 0.160 to 0.059 as the side becomes four times longer. This is numerical evidence for one sharp threshold η_c in the infinite section; it does not prove sharpness. From the larger samples,

ε_c = exp(−1.127) = 0.324 ± 0.002.

The quoted error is statistical and follows from δε = ε_c δη. Answer (a) is therefore a porosity near 0.32.

**Transport during growth**

The diffusion equation was also solved on grids for three samples of 256 fibres. The solid was given a diffusivity of 10⁻⁶D, so that a blocked section did not have to be identified beforehand. The mean transverse D_eff/D on grids with 90 and 180 cells per side was

ε = 0.80: 0.52 and 0.57
ε = 0.60: 0.20 and 0.24
ε = 0.45: 0.054 and 0.079
ε = 0.38: 1.2×10⁻⁵ and 0.034
ε = 0.22: 3.2×10⁻⁶ and 4.3×10⁻⁶

At ε = 0.22 only the artificial leakage through the solid is left. At ε = 0.38 the coarse grid is also at leakage level, while the fine grid still conducts. The coarse result there is an error of resolution and not an earlier physical closure. The other open cases also rise on refinement. At ε = 0.60 the fine-grid value is still about 20% too low. At ε = 0.45 the grid error and the differences between samples of this size can each reach a factor of two. The table therefore gives only the trend, and the threshold is taken from the grid-free calculation.

**Axial diffusion**

For a mean axial gradient G, the function c = c₀ + Gz satisfies Laplace's equation. It also satisfies the no-flux condition, because the normals of the fibre surfaces have no z component. The flux density is −DG in the void and zero in the solid. Averaging over the section gives

D_ax = εD

for every ε > 0, provided that molecules collide mainly with one another. A straight three-dimensional block with ε = 0.220 gave D_ax/D = 0.220 and a transverse value of 1.7×10⁻⁶. At closure,

D_ax = 0.324 × 3.00 cm²/s = 0.97 cm²/s,

which answers (b) for the estimated D. The ratio D_ax/D = 0.324 does not depend on that estimate, but the absolute value carries its uncertainty.

**Supply through the ends**

Let c be the concentration averaged over the void of a section, and let z = 0 be the middle of the bundle. Balancing diffusion against consumption gives

D_ax d²c/dz² = kSc, c(±ℓ) = c_e,

where c_e is the concentration at the ends. Division by D_ax = εD, with S = 2πnrε, removes the porosity:

d²c/dz² = (φ²/ℓ²)c, φ² = 2πnrkℓ²/D.

The solution that is even in z and satisfies the end conditions is

c/c_e = cosh(φz/ℓ)/cosh φ,

so the ratio of centre to end concentration is 1/cosh φ. The closing radius is

r_c = √[η_c/(πn)] = 5.94 µm,

and therefore

φ² = 2π(1.016×10¹⁰ m⁻²)(5.94×10⁻⁶ m)(2.0×10⁻⁶ m/s)(5.0×10⁻³ m)²/(3.00×10⁻⁴ m²/s),

where the density must be entered as 0.01016 µm⁻² = 1.016×10¹⁰ m⁻².

The result is φ² = 0.063, φ = 0.25 and 1/cosh φ = 0.97. The centre is depleted by about 3% relative to the ends, which answers (c) and supports the assumption of nearly uniform growth up to closure. The exceptions are narrow channels already cut off from the rest. Channels with a hydraulic diameter below 3 µm hold about 5% of the exposed surface and are depleted by 10% or more. Taken channel by channel and averaged over the surface, the depletion is therefore nearer 4%.

For supply from the sides of a slab of the same half-width, D_ax is replaced by the transverse diffusivity. With the fine-grid values the modulus is 0.33 at ε = 0.60 and 0.55 at ε = 0.45, against 0.21 and 0.23 axially. Because the grid diffusivities are too low, these transverse values tend to be too high; correcting the 20% error at ε = 0.60 gives about 0.30. The value 0.55 is uncertain by roughly 40%, because the diffusivity behind it is uncertain by about a factor of two. As the transverse diffusivity goes to zero, its modulus diverges.

After closure the axial φ² grows only in proportion to r. At ε = 0.05, η = 3.00 and r is √(3.00/1.127) = 1.63 times r_c, so φ = 0.25√1.63 = 0.32. This average hides the narrow channels, which no longer exchange gas with their neighbours. A channel of hydraulic diameter 1 µm has φ² = 4kℓ²/(Dd) = 0.67 even before wall collisions are included. Such channels are depleted in the middle and tend to seal first at their ends.

**Comparison of the two results**

The growth rate at the ends is kc_e times the molar volume of the deposit. With c_e = p/(RT) = 1.23 mol/m³ it is 0.107 µm/h. The estimate and the solution then compare as follows:

closing radius: 4.96 µm and 5.94 µm
closing porosity: 0.46 and 0.32
deposit thickness: 0.96 µm and 1.94 µm
time to closure: 9.0 h and 18.2 h
axial Thiele modulus: 0.26 and 0.25

The radius is wrong by only 17% relative to the solution, but the deposit is a difference of two similar radii and is wrong by a factor of two. At ε = 0.45, close to the estimated closure, the fine grid still gives a transverse diffusivity of 0.079D. Random centres leave some gaps wider than the mean spacing, and transport persists until the last connected set of such gaps is cut. The axial estimate succeeds because it needs only a typical width: the hydraulic diameter at closure is 10.5 µm, close to the spacing of 9.9 µm.

**Limits of the model and the real process**

The temperature, the pressure and a fibre radius of a few micrometres lie in the rough range of slow isothermal chemical vapour infiltration. An initial porosity of 0.60 is loose for a tightly packed fibre bundle, and practical gases are often diluted. Real fibres do not overlap before deposition. When 900 fibres were placed at random without overlap at the same initial porosity and then grown, closure came at ε = 0.281 ± 0.007 (eight samples). The value 0.32 thus belongs to independently placed centres and is not a universal design value.

Wall collisions are a moderate correction. The Knudsen number is λ/d = 1.21/10.5 = 0.115. Adding the resistances of molecular and wall collisions (the Bosanquet estimate) multiplies D_ax by 1/(1 + 0.115) = 0.90 and raises φ by about 6%. With the Chapman–Enskog value of D the factor would be 0.83. If each consumed molecule releases ν gas molecules and ν differs from 1, a net flow also arises. Let x be the mole fraction of the precursor and N its flux per void area. The total flux is (1 − ν)N, so N = x(1 − ν)N − D dc/dz. In the undiluted gas x stays close to 1, which gives νN ≈ −D dc/dz. The diffusivity is then effectively D/ν, and the depletion of 3% is multiplied by about ν. For ν = 2 it would be about 6%, which is still small.

Alignment is the most delicate assumption. In one sample at ε = 0.22 the straight fibres blocked every transverse path, but random tilts of 0.24° (rms about each transverse axis) over the 10 mm length reconnected the void from side to side. The tilted fibres were followed in 41 layers, which can miss very thin solid necks. The result is thus an indication, not a proof, that strict transverse closure at this porosity requires better alignment.

Reconnection does not imply useful supply. A molecule that moves z along a channel tilted by θ moves sideways by z tan θ. For a single channel the ratio of transverse to axial diffusivity is therefore about tan²θ = 1.7×10⁻⁵. The transverse Thiele modulus would then be larger than the axial one by 1/tan θ, a factor of about 240, and reach roughly 65 for a half-width of 5 mm. Channels that merge and separate along the bundle also exchange gas, which can raise the transverse diffusivity well above this estimate. The size of that increase is not calculated here. At ε = 0.22 a factor of 100 would leave a modulus of 6 to 7, against 0.3 axially, and a slab of this width would still be fed mainly through the ends. Two limits apply. Closer to the closing porosity the channels extend further sideways, and the increase can exceed 100 by a wide margin. The transverse modulus is also proportional to the half-width, so in a bundle ten times narrower, as real fibre tows typically are, supply from the sides can remain comparable with supply through the ends. In a perfectly straight bundle with sealed ends, the supply to the interior stops once the transverse paths close. The main computed values are listed in the numerical output that follows.

Table of computed values

```
POROSITY AND EXPOSED SURFACE (n = 1)
r=0.4: porosity 0.610, formula 0.605; S 1.497, formula 1.520
r=0.6: porosity 0.329, formula 0.323; S 1.211, formula 1.217
GROWTH AND DUALITY (lengths in pixels)
largest error of deposit distance: 1.00
largest fibre/void closing-radius mismatch: 0.60
TRANSVERSE CLOSURE
256 fibres, 120 samples: eta_c 1.1537 +- 0.0146, spread 0.1599
  closing porosity 0.3155 +- 0.0046
4096 fibres, 90 samples: eta_c 1.1273 +- 0.0062, spread 0.0588
  closing porosity 0.3239 +- 0.0020
single-disc solver check: D_eff/D 0.6624, Maxwell 0.6667
TRANSVERSE D_eff/D (3 samples, solid leak 1e-06)
porosity 0.80: coarse grid 5.21e-01, fine grid 5.65e-01
porosity 0.60: coarse grid 2.01e-01, fine grid 2.38e-01
porosity 0.45: coarse grid 5.38e-02, fine grid 7.87e-02
porosity 0.38: coarse grid 1.18e-05, fine grid 3.35e-02
porosity 0.22: coarse grid 3.18e-06, fine grid 4.27e-06
STRAIGHT 3D BLOCK (coarse)
porosity 0.2200, axial D_eff/D 0.2200, transverse 1.7e-06
WORKED EXAMPLE: INPUTS
T 1300 K, p 100 Torr, r0 4.0 um, initial porosity 0.60
half-length 5.0 mm, k 2.0e-06 m/s, molar mass 50 g/mol
molecule diameter 0.5 nm, deposit volume 12 cm3/mol
WORKED EXAMPLE: RESULTS
fibre density n: 0.01016 per um2
radius at closure: 5.942 um
deposit at closure: 1.942 um
growth rate: 0.1066 um/h; time to closure: 18.2 h
mean speed: 742 m/s; free-gas D: 2.998 cm2/s
axial D_eff at closure: 0.971 cm2/s
exposed surface at closure: 0.1229 per um
axial Thiele modulus at closure: 0.252
centre/edge concentration: 0.9692, numerical 0.9692
porosity 0.60: Thiele transverse 0.327, axial 0.206
porosity 0.45: Thiele transverse 0.552, axial 0.231
NEGLECTED EFFECTS
mean free path 1.212 um, pore diameter 10.54 um, Knudsen number 0.115
Bosanquet factor on axial D: 0.897
initially non-overlapping fibres, closing porosity: 0.281 +- 0.007
porosity 0.22, void spans sideways: straight False, tilted True
tilted stack porosity: 0.217
rms tilt per axis: 0.237 degree; tangent squared 1.7e-05
```
